# Kaplan-Meier survival curves and Greenwood errors for removed interconnect lines

In a simulated electromigration test of 100000 lines, half of the lines have lifetimes longer than 120 h. Many are taken out of the oven before they fail. If the removed lines are discarded, the apparent survival at 120 h is 0.328. If they are counted as failures it is 0.300, and if they are counted as permanent survivors it is 0.624. The Kaplan-Meier estimator, applied to the same records, gives 0.4998.

The setting behind these numbers is the status assigned to each line, failed or removed, in lifetime-analysis software. It is not an electronic-structure setting: such a calculation may supply an activation energy for the failure process, but it has no removed lines to classify. A second setting, the type of confidence interval, is treated below.

## What the status code means

Line \(i\) has a lifetime \(T_i\) and a removal time \(C_i\). The record contains \(X_i=\min(T_i,C_i)\) and whether the line failed. The lifetimes are independent draws from one distribution with density \(f\) and survival function

\[
S(t)=P(T>t),\qquad S'(t)=-f(t).
\]

The removal times are drawn independently of the lifetimes, with \(G(t)=P(C>t)\). In the example the lifetimes are lognormal with median 120 h and standard deviation 0.4 in \(\ln T\). Removal times are uniform between 40 and 240 h, so \(G(120\ \mathrm h)=(240-120)/200=0.6\).

A line is still on test at time \(u\) if it has neither failed nor been removed. By independence this has probability \(S(u)G(u)\). The probability of an observed failure in the next interval \(du\) is \(f(u)G(u)\,du\). Among lines on test, the failing fraction is therefore

\[
\frac{f(u)G(u)\,du}{S(u)G(u)}=\frac{f(u)}{S(u)}\,du=-d\ln S(u).
\]

The removal distribution cancels. A removed line thus contributes to the denominator until it leaves, and to nothing afterwards.

The three other treatments have limits that follow from the same probabilities. Counting removals as failures gives \(S(t)G(t)=0.5\times0.6=0.300\), which cannot exceed \(S\). Counting them as permanent survivors gives \(1-\int_0^t fG\,du\), which cannot lie below \(1-\int_0^t f\,du=S(t)\). Discarding them gives

\[
1-\frac{\int_0^t fG\,du}{\int_0^\infty fG\,du}.
\]

This last estimate is biased low or at best unbiased. Since \(G\) does not increase, the early part \(\int_0^t fG\,du\) is at least \(G(t)[1-S(t)]\), while the late part \(\int_t^\infty fG\,du\) is at most \(G(t)S(t)\). Early failures are overrepresented among the failures that are seen.

## The estimator as a maximum of the likelihood

Let \(t_1<t_2<\dots\) be the distinct failure times, \(d_j\) the number of failures at \(t_j\), and \(n_j\) the number on test just before. A line removed at \(t_j\) is counted in \(n_j\), because it is recorded as having survived \(t_j\).

A failure at \(t_j\) contributes the probability mass at \(t_j\) to the likelihood. A removal at \(c\) contributes \(S(c)\). Independence leaves the removal probabilities as factors that do not contain \(S\). Mass placed before the first failure time, or between two failure times, can be moved to the next failure time without lowering any \(S(c)\), and this raises the mass at an observed failure. Mass after the last failure can be moved beyond the last observation. It is therefore enough to consider jumps at the \(t_j\) and a possible remainder at the end.

Let \(h_j\) be the probability of failing at \(t_j\) given survival up to it. A failure at \(t_j\) has probability \(h_j\prod_{i<j}(1-h_i)\), and a removal at \(c\) has \(\prod_{t_i\le c}(1-h_i)\). Each of the \(d_j\) failures supplies one factor \(h_j\). Each of the other \(n_j-d_j\) lines on test survives \(t_j\) and supplies one factor \(1-h_j\). Hence

\[
L=\prod_j h_j^{d_j}(1-h_j)^{n_j-d_j}.
\]

Setting the derivative of \(\ln L\) to zero gives

\[
\frac{d_j}{h_j}-\frac{n_j-d_j}{1-h_j}=0
\quad\Longrightarrow\quad
\hat h_j=\frac{d_j}{n_j},
\]

and the survival estimate is the product of the conditional survivals:

\[
\hat S(t)=\prod_{t_j\le t}\left(1-\frac{d_j}{n_j}\right).
\]

## Greenwood's error

The logarithm of \(L\) is a sum of terms each containing one \(h_j\), so its matrix of second derivatives is diagonal. At the maximum, \(d_j=n_j\hat h_j\) and \(n_j-d_j=n_j(1-\hat h_j)\), so

\[
-\frac{\partial^2\ln L}{\partial h_j^2}
=\frac{d_j}{\hat h_j^2}+\frac{n_j-d_j}{(1-\hat h_j)^2}
=\frac{n_j}{\hat h_j}+\frac{n_j}{1-\hat h_j}
=\frac{n_j}{\hat h_j(1-\hat h_j)}.
\]

The large-sample variance of \(\hat h_j\) is taken as the inverse, \(\hat h_j(1-\hat h_j)/n_j\). This is the standard result when the failure times form a fixed set and the counts grow with the sample. For continuous lifetimes every \(d_j\) is 1 and the number of parameters grows with the sample, so the step is heuristic, and its outcome is compared with simulation below. Since \(\ln\hat S=\sum\ln(1-\hat h_j)\) has derivative \(-1/(1-\hat h_j)\), linear error propagation gives

\[
\operatorname{Var}\ln\hat S\simeq
\sum_{t_j\le t}\frac{\hat h_j}{n_j(1-\hat h_j)}
=\sum_{t_j\le t}\frac{d_j}{n_j(n_j-d_j)}.
\]

A small change of \(\hat S\) is \(\hat S\) times the change of its logarithm, so the variance estimate is

\[
\hat V(t)=\hat S(t)^2\sum_{t_j\le t}\frac{d_j}{n_j(n_j-d_j)},
\qquad s=\sqrt{\hat V}.
\]

Without removals, \(n_{j+1}=n_j-d_j\). The product telescopes to the surviving fraction of the \(N\) lines. Each term of the sum is \(1/n_{j+1}-1/n_j\), so the sum is \(1/(N\hat S)-1/N\), and \(\hat V=\hat S(1-\hat S)/N\), the binomial result.

## The algorithm on ten lines

1. Sort all recorded times, and separately the failure times.
2. For each distinct failure time, set \(n_j\) to \(N\) minus the number of records strictly earlier than \(t_j\), and count \(d_j\).
3. Start with \(\hat S=1\) and \(A=0\). At each \(t_j\), multiply \(\hat S\) by \(1-d_j/n_j\) and add \(d_j/[n_j(n_j-d_j)]\) to \(A\). The error is \(\hat S\sqrt A\).
4. Hold both values constant until the next failure.

Sorting sets the cost, of order \(N\log N\). If \(n_j=d_j\), the term in \(A\) diverges while \(\hat S\) vanishes. With \(q=1-d_j/n_j\), the last term's contribution to the variance is \(\hat S_{j-1}^2q(1-q)/n_j\), and the earlier variance is multiplied by \(q^2\). Both vanish as \(q\to0\), so the code returns \(\hat S=0\) and \(s=0\). That zero is a limit of the formula, not evidence of a perfectly known survival.

Take failures at 52, 70, 70, 83 and 104 h, and removals at 61, 70, 90, 120 and 120 h. The results are:

| \(t_j\) (h) | \(d_j\) | \(n_j\) | \(\hat S\) | \(s\) |
|---|---|---|---|---|
| 52 | 1 | 10 | 0.900 | 0.095 |
| 70 | 2 | 8 | 0.675 | 0.155 |
| 83 | 1 | 5 | 0.540 | 0.173 |
| 104 | 1 | 3 | 0.360 | 0.187 |

The line removed at 70 h is among the eight on test at 70 h. The last survival value is

\[
\frac{9}{10}\cdot\frac{6}{8}\cdot\frac45\cdot\frac23=0.360,
\]

and its error is

\[
0.360\sqrt{\frac1{90}+\frac2{48}+\frac1{20}+\frac16}=0.187.
\]

These values were tested against the likelihood written in the probability masses instead of the \(h_j\). Its largest gradient component at the estimate is \(4.4\times10^{-15}\), zero to rounding, and its inverse negative Hessian reproduces the four errors.

## Recovery of the true curve

For large \(N\), the number on test approaches \(NS(u)G(u)\), and the number of failures in \(du\) approaches \(NfG\,du\). While \(SG>0\), \(n_j\) grows with \(N\). The sum of \(d_j/n_j\) then approaches \(\int_0^t f/S\,du=-\ln S(t)\), and the quadratic terms in \(\ln(1-d_j/n_j)\) vanish. Thus \(\hat S\to S\). Inserting the same counts in Greenwood's sum gives

\[
N\hat V(t)\to S(t)^2\int_0^t\frac{NfG\,N\,du}{(NSG)^2}
=S(t)^2\int_0^t\frac{f(u)}{S(u)^2G(u)}\,du.
\]

In the 100000-line sample, the estimates at 80, 120, 150 and 200 h are 0.8444, 0.4998, 0.2876 and 0.1003. The true values are 0.8446, 0.5000, 0.2885 and 0.1008. Greenwood's variance agreed with the integral within 4% at all four times.

The integral also shows what removals cost. For \(u\le t\), \(G(t)\le G(u)\le1\), while \(\int_0^t f/S^2\,du=1/S(t)-1\). The large-sample variance therefore obeys

\[
\frac{S(1-S)}N\le V\le\frac{S(1-S)}{N\,G(t)}.
\]

For 60 lines at 120 h, the corresponding errors are \(\sqrt{0.25/60}=0.065\) and \(\sqrt{0.25/36}=0.083\). The scatter over 10000 simulated trials is 0.077, between the two. The root-mean-square Greenwood error is 0.076. At 150 h the scatter is 0.078 and the Greenwood error 0.076, so the formula is about 2% low there.

## Bias when few lines remain

Recovery is a large-sample property. Let \(\tau\) be the last recorded time, and hold \(\hat S\) constant after it. Consider the ratio

\[
R(t)=\frac{\hat S(t)}{S(\min(t,\tau))}.
\]

While \(n\) lines are on test, a failure occurs in \(du\) with probability \(n(f/S)\,du\) and multiplies \(\hat S\) by \(1-1/n\). The expected relative change of \(\hat S\) is therefore \(-(f/S)\,du\). The relative change of the factor \(1/S\) is \(+(f/S)\,du\), so the expected change of \(R\) vanishes to first order in \(du\), and its accumulated expectation stays at 1. When no line remains, both parts are frozen. Since \(E[R]=1\), subtracting \(S(t)E[R]\) from \(E[\hat S(t)]\) gives

\[
E[\hat S(t)]-S(t)
=E\!\left[\hat S(t)\left(1-\frac{S(t)}{S(\min(t,\tau))}\right)\right].
\]

The bracket is zero if \(\tau\ge t\), and otherwise lies between 0 and \(1-S(t)\). The probability that all \(N\) lines have left by \(t\) is \([1-S(t)G(t)]^N\), hence

\[
0\le E[\hat S(t)]-S(t)\le[1-S(t)]\,[1-S(t)G(t)]^N.
\]

With ten lines at 180 h the simulated bias is 0.025, far below the upper bound of 0.52. The mean of \(R\) is \(1.004\pm0.011\), consistent with 1. With 60 lines at 120 h the bound is \(0.5\times0.7^{60}\), about \(3\times10^{-10}\). The simulated mean of 0.5008 differs from 0.5 by about one standard error of the simulation, \(0.077/\sqrt{10000}=0.0008\).

Beyond the last possible removal time, here 240 h, \(G=0\) and no sample size helps. A horizontal line drawn there is a convention, not an estimate.

## The interval setting

The plain 95% interval is \(\hat S\pm zs\), with \(z=1.96\). It can extend outside the range from 0 to 1. An alternative uses \(\eta=\ln(-\ln S)\), whose derivative is \(1/(S\ln S)\). Its propagated error is \(s/(\hat S|\ln\hat S|)\). Adding and subtracting \(z\) times this error and transforming back gives the limits

\[
\hat S^{\exp(\pm w)},\qquad
w=\frac{zs}{\hat S|\ln\hat S|}.
\]

The exponent is positive, so both limits lie between 0 and 1. The formula is undefined at \(\hat S=0\) or 1.

In the 10000 trials of 60 lines, the plain interval contains the true value in 92.4%, 93.8% and 92.8% of cases at 80, 120 and 150 h. The transformed interval does so in 95.9%, 95.0% and 94.8%. For this design the transformed interval is closer to its nominal 95% at all three times.

One separate 60-line trial, with 34 failures and 26 removals, shows what the remaining 5% looks like. At 120 h it gives \(\hat S=0.346\) and \(s=0.078\), so

\[
w=\frac{1.96\times0.078}{0.346\times1.061}=0.42,
\]

and the interval runs from 0.200 to 0.497. It narrowly misses the true 0.500. At 150 h the interval from 0.034 to 0.269 also misses the true 0.288. The removals were independent by construction, so these are sampling fluctuations. They are not two independent misses, because the estimate at 150 h contains all the factors already present at 120 h. The trial had 10 lines on test at 120 h, against an expected \(60\times0.5\times0.6=18\). The intervals are pointwise: 95% coverage at each time does not mean that the whole curve is covered with 95% probability.

## When "removed" is the wrong code

Suppose a resistance rise warns of failure, and a fraction \(p\) of lines, chosen independently of lifetime, is removed at \(aT\), with \(a<1\). A line in this group is still on test at \(u\) if \(T>u/a\). The fraction on test is \((1-p)S(u)+pS(u/a)\), but observed failures come from the other group at rate \((1-p)f(u)\). The estimator therefore approaches

\[
\exp\left[-\int_0^t
\frac{(1-p)f(u)}{(1-p)S(u)+pS(u/a)}\,du\right].
\]

The extra term in the denominator lowers the apparent failure rate, so the curve is too high. For \(p=0.5\) and \(a=0.9\), with no other removals, the limit at 120 h is 0.690. A simulation of 100000 lines gives 0.691, while the true value is 0.500. Greenwood's error is 0.0017: it measures sampling scatter and does not detect the dependence.

Two limits clarify the cause. As \(a\to0\), the warned lines leave at the start and the true curve returns. As \(a\to1\), the integrand becomes \((1-p)f/S\) and the result is \(S^{1-p}=\sqrt{0.5}=0.71\). At any \(a<1\), no failure of the warned group is recorded. What changes with \(a\) is how long these lines stay in the number on test: near \(a=1\) they count as survivors for almost their whole lives, but never as failures.

If the resistance threshold is itself an acceptable failure criterion, its crossing time can be recorded as the event for every line. The estimated curve then describes survival to that threshold, not to an open circuit.

## Using the result for real lines

The example uses round parameters in the rough regime of accelerated tests on narrow copper lines: 573 K, 2 MA/cm² and an activation energy of 0.9 eV. Real lines sharing an oven also share temperature errors, which breaks the assumption of independent draws from the intended distribution. In this model a common offset of +2 K changes \(S(120\ \mathrm h)\) by \(-0.063\), comparable with the 60-line Greenwood error, and adding lines to the same oven does not reduce it. For an isolated line 200 nm high above 1000 nm of oxide, on a substrate held at the oven temperature, with resistivity \(5\times10^{-8}\) ohm m and oxide conductivity 1 W/(m K), heat flow straight down bounds the Joule heating by 4.0 K. The corresponding life factor is above 0.88. The bound omits interface resistance and scales as the inverse of the conductivity: for a low-k dielectric of 0.3 W/(m K) it is about 13 K. Adding 1 h to every lifetime raises \(S(120\ \mathrm h)\) by 0.008. Without removals this is the upper limit for hourly readout: the shift is zero at a readout time and grows until the next one. With removals, the shift of the estimate also depends on how a line that failed unread before its removal is recorded.

The estimated curve applies to the test condition. Carrying lifetimes to 378 K at the same current density requires a further assumption, that one Arrhenius process acts throughout. The life factor is then

\[
\exp\left[\frac{E_a}{k_B}\left(\frac1{378\ \mathrm K}-\frac1{573\ \mathrm K}\right)\right]
=1.2\times10^4.
\]

An error of 0.05 eV in \(E_a\) changes it by a factor of 1.7, which Greenwood's error does not include. Both temperatures must be those of the line itself: adding 4 K of self-heating to each lowers the factor to \(1.0\times10^4\). Nor can 60 lines resolve the early tail without a distribution model: the 0.1% failure time is 35 h, and the probability of seeing no failure by then is \(0.999^{60}=0.94\).

The analysis gives the following guidance:

- Use the removed status when the removal time was independent of the lifetime, for example one fixed time for all lines or a separate random draw for each. Ignoring the line's condition is not enough: if hotter oven positions are also emptied earlier, the pooled curve can be too high. If removal depended on a recorded group, such as oven position, but was independent of lifetime within each group, estimate each group separately.
- Report the number on test beside the curve, and stop the curve at the last recorded time unless the last line failed.
- For planning, the upper variance bound gives a sufficient large-sample size \(N=S(1-S)/(G s^2)\). An error of 0.05 at 120 h in this design needs at most \(0.25/(0.6\times0.0025)\approx167\) lines, provided that shared errors are negligible.
- For the 60-line design at the times tested, 80 to 150 h, prefer the transformed interval. Much earlier or later, when few failures have occurred or few lines remain, this preference need not hold. Where \(\hat S\) is 0 or 1, neither interval formula gives a usable error bar.

The numerical output below lists the values for the individual times.

## Calculated quantities

```
Ten-line example: time h, failed, on test, S, error
  52 h  1  10  0.9000  0.0949
  70 h  2  8  0.6750  0.1551
  83 h  1  5  0.5400  0.1731
  104 h  1  3  0.3600  0.1869
largest likelihood gradient: 4.4e-15
Model: median 120 h, log-width 0.4, removals 40-240 h
One trial: 60 lines, 34 failed, 26 removed
t h, on test, S estimate, error, 95% interval, true S
  80 h  38  0.838  0.053  [0.702, 0.916]  0.845
  120 h  10  0.346  0.078  [0.200, 0.497]  0.500
  150 h  3  0.121  0.062  [0.034, 0.269]  0.288
estimated median life: 109.0 h
Large sample: 100000 lines; t h, S estimate, true S
  80 h  0.8444  0.8446
  120 h  0.4998  0.5000
  150 h  0.2876  0.2885
  200 h  0.1003  0.1008
Wrong treatments at 120 h: limit, simulated
  discard removed: 0.328, 0.328
  removed = failed: 0.300, 0.300
  removed = survive: 0.624, 0.624
10000 trials of 60 lines: t h, mean S, scatter, Greenwood
  80 h  0.8453  0.0503  0.0499
  120 h  0.5008  0.0774  0.0762
  150 h  0.2888  0.0781  0.0764
95% interval coverage: t h, plain, transformed
  80 h  0.924  0.959
  120 h  0.938  0.950
  150 h  0.928  0.948
Bias, 10 lines at 180 h: 0.0251; upper bound 0.5240
mean of S_hat/S(min(t,last)): 1.004 +/- 0.011
Warning removal: share 0.5, at 0.9 of life
  S at 120 h: simulated 0.691, limit 0.690, true 0.500
  Greenwood error of that sample: 0.0017
Test 573 K, 2 MA/cm2; activation energy 0.9 eV
Shared +2 K offset: S at 120 h changes by -0.063
Line 200 nm high, oxide 1000 nm, 1 W/(m K), 5e-08 ohm m
Joule heating below 4.0 K; life factor above 0.881
Readout 1 h late: S at 120 h rises by 0.0083
Life factor to 378 K, same current: 1.21e+04
  factor from 0.05 eV energy error: 1.69
0.1% failure time 34.9 h; no failure by then: P = 0.942
```
